# A positive backward Euler step for second-order loss of adsorption sites: verification in Python

```python
"""
Result under test: for dv/dt = -k v^2 the backward Euler step of length h is
    w = 2 v / (1 + sqrt(1 + 4 h k v)),   with 0 < w < v for all h, k, v > 0.
v : fraction of adsorption sites that are empty (w: its value after the step)
k : rate constant of dissociative adsorption on pairs of empty sites, 1/s
h : time step, s;   x = h k v : dimensionless step
Example: O2 dosed on Ru(0001) at low pressure, with rough typical inputs.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 60
rng = np.random.default_rng(12345)
UNIT = 2.0 ** -53          # rounding unit of double precision


def stable_step(v, h, k, root=math.sqrt):
    return 2 * v / (1 + root(1 + 4 * h * k * v))


def subtractive_step(v, h, k):
    return (math.sqrt(1 + 4 * h * k * v) - 1) / (2 * h * k)


def exact_vacancy(v0, k, t):
    return v0 / (1 + k * v0 * t)


def reference_step(v, h, k):
    """Positive root of the quadratic in 60-digit arithmetic."""
    a = mp.mpf(h) * mp.mpf(k)
    return (mp.sqrt(1 + 4 * a * mp.mpf(v)) - 1) / (2 * a)


def relative_error(value, reference):
    return float(abs(mp.mpf(value) / reference - 1))


# ---- the update against root finding; sign, order and monotonicity ----
for v in (1e-3, 0.2, 1.0):
    previous = v
    for x in 10.0 ** np.arange(-8, 13):
        h, k = float(x / (0.3 * v)), 0.3
        w = stable_step(v, h, k)
        found = brentq(lambda y: h * k * y * y + y - v, 0.0, v,
                       xtol=1e-300, rtol=1e-14, maxiter=500)
        assert abs(w / found - 1) < 1e-12
        assert 0 < w < v
        assert w < previous                       # falls as h grows
        assert stable_step(1.01 * v, h, k) > w    # rises with v
        # The update lies above the exact flow by about v x^2, which double
        # precision cannot resolve at the smallest x: use 60 digits.
        V, H, K = mp.mpf(v), mp.mpf(h), mp.mpf(k)
        assert stable_step(V, H, K, mp.sqrt) > exact_vacancy(V, K, H)
        gain = 1 / found - 1 / v
        if x > 1e-3:      # below this the difference itself cancels
            assert abs(gain / (h * k / (1 + h * k * found)) - 1) < 1e-9
        previous = w
for x in (0.01, 1.0, 100.0):
    low, high = sorted(np.roots([x, 1.0, -1.0]).real)
    assert low < 0 < high
    assert abs(high - stable_step(1.0, x, 1.0)) < 1e-12
tiny = mp.mpf(10) ** -30
assert 0 < stable_step(mp.mpf(1), tiny, 1, mp.sqrt) < 1

v = 1.0
for h in 10.0 ** rng.uniform(-3, 3, 2000):        # erratic step lengths
    w = stable_step(v, h, 1.0)
    assert 0 < w < v
    v = w

# ---- small-step series and long-step limit ----
X = sp.symbols("x", positive=True)
positive_root = (sp.sqrt(1 + 4 * X) - 1) / (2 * X)
root_series = sp.series(sp.sqrt(1 + 4 * X), X, 0, 5).removeO()
series = sp.expand((root_series - 1) / (2 * X))
assert sp.expand(series - (1 - X + 2 * X**2 - 5 * X**3)) == 0
local_gap = sp.limit((positive_root - 1 / (1 + X)) / X**2, X, 0)
assert local_gap == 1
long_step = float(reference_step(0.7, 1e10, 1.0))
assert abs(long_step / math.sqrt(0.7 / 1e10) - 1) < 2e-5

# ---- rounding errors ----
worst_stable = worst_gain = 0.0
for _ in range(3000):
    v, k = rng.uniform(0.01, 1), rng.uniform(0.1, 10)
    h = 10.0 ** rng.uniform(-18, 18) / (k * v)
    w, ref = stable_step(v, h, k), reference_step(v, h, k)
    worst_stable = max(worst_stable, relative_error(w, ref))
    ref_gain = mp.mpf(h) * mp.mpf(k) * ref**2
    worst_gain = max(worst_gain, relative_error(h * k * w * w, ref_gain))
assert worst_stable < 5 * UNIT
assert worst_gain < 13 * UNIT

print("ROUNDING (relative errors, no unit)")
print(f"rounding unit u = {UNIT:.3e}")
print(f"stable update, worst error = {worst_stable / UNIT:.2f} u")
print(f"uptake h k w^2, worst error = {worst_gain / UNIT:.2f} u")
for power in (4, 8, 12):
    worst_sub = worst_diff = 0.0
    for _ in range(300):
        v, k = rng.uniform(0.1, 1), rng.uniform(0.1, 10)
        x = rng.uniform(1, 2) * 10.0 ** -power
        h = x / (k * v)
        ref = reference_step(v, h, k)
        err = relative_error(subtractive_step(v, h, k), ref)
        assert err < 0.8 * UNIT / x + 6 * UNIT
        worst_sub = max(worst_sub, err)
        diff = v - stable_step(v, h, k)
        true_gain = mp.mpf(h) * mp.mpf(k) * ref**2
        worst_diff = max(worst_diff, relative_error(diff, true_gain))
    assert worst_sub > 0.1 * UNIT / 10.0 ** -power
    assert worst_diff > 13 * UNIT
    print(f"x = 1e-{power} to 2e-{power}: subtractive w {worst_sub:.1e}, "
          f"difference v-w {worst_diff:.1e}")
v, k, h = 0.7, 1.0, 1e-17 / 0.7
w_stable, w_sub = stable_step(v, h, k), subtractive_step(v, h, k)
assert w_stable == v and w_sub == 0.0
print(f"x = 1e-17, v = {v}: stable w = {w_stable}, subtractive w = {w_sub},"
      f" h k w^2 = {h * k * w_stable**2:.2e}")

# ---- example: O2 on Ru(0001) ----
pressure_torr, gas_T, surface_T = 1e-7, 300.0, 573.0
sticking, lattice_nm, dose_s = 0.5, 0.271, 200.0
mass = 2 * 15.999 * const.atomic_mass
pressure = pressure_torr * const.torr
flux = pressure / math.sqrt(2 * math.pi * mass * const.k * gas_T)
atoms_nm2 = 2 / (math.sqrt(3) * lattice_nm**2)
sites_nm2 = atoms_nm2 / 2
k = 2 * sticking * flux / (sites_nm2 * 1e18)
v_end = exact_vacancy(1.0, k, dose_s)
growth = 1 + k * dose_s


def integrate_vacancy(rate):
    sol = solve_ivp(lambda t, y: [-k * rate(y[0])], (0, dose_s), [1.0],
                    method="LSODA", rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


assert abs(integrate_vacancy(lambda y: y * y) - v_end) < 1e-6

print("EXAMPLE: O2 on Ru(0001), rough inputs")
print(f"O2 pressure = {pressure_torr:.1e} Torr")
print(f"gas temperature = {gas_T:.0f} K, surface = {surface_T:.0f} K")
print(f"initial sticking = {sticking}, Ru lattice a = {lattice_nm} nm")
print(f"surface Ru atoms = {atoms_nm2:.2f} nm^-2")
print(f"available sites = {sites_nm2:.2f} nm^-2")
print(f"O2 flux = {flux * 1e-18:.4f} nm^-2 s^-1")
print(f"rate constant k = {k:.5f} s^-1, 1/k = {1 / k:.2f} s")
print(f"dose time = {dose_s:.0f} s, k t = {k * dose_s:.3f}")
print(f"exact model vacancy at end = {v_end:.5f}")


def run(h):
    """Backward and forward Euler from a clean surface to the dose end."""
    steps = round(dose_s / h)
    back, forward, uptake, path = 1.0, 1.0, 0.0, [1.0]
    for n in range(1, steps + 1):
        back = stable_step(back, h, k)
        uptake += h * k * back**2
        forward = forward - h * k * forward**2
        path.append(back)
        upper = 1 / (1 + n * h * k / (1 + h * k))
        assert exact_vacancy(1.0, k, n * h) < back < upper
    assert abs(uptake + back - 1) < 1e-11
    return back, forward, path


print("vacancy at dose end (BE backward, FE forward Euler)")
for h in (100.0, 40.0, 20.0, 10.0, 5.0, 2.0):
    back, forward, path = run(h)
    assert all(b < a for a, b in zip(path, path[1:]))
    first_forward = 1 - h * k
    assert (first_forward < 0) == (h > 1 / k)
    law = h * k * math.log(growth) / growth**2
    print(f"h = {h:5.1f} s, hk = {h * k:.3f}: BE {back:.5f}, "
          f"FE {forward:.4g}, BE error {back - v_end:.5f}, law {law:.5f}")
    if h == 40.0:
        print("  BE path, h = 40 s: " + " ".join(f"{p:.4f}" for p in path))
        print(f"  FE first step, h = 40 s: {first_forward:.4f}")
fine_h = dose_s / 20000
fine_error = run(fine_h)[0] - v_end
fine_law = fine_h * k * math.log(growth) / growth**2
assert abs(fine_error / fine_law - 1) < 5e-3
print(f"h = {fine_h:.2f} s: BE error / error law = "
      f"{fine_error / fine_law:.5f}")

# ---- lattice simulation: pairs of sites on a triangular net ----
side = 200
count = side * side
row, col = np.divmod(np.arange(count), side)
neighbour = np.array([
    row * side + (col + 1) % side,
    ((row + 1) % side) * side + col,
    ((row + 1) % side) * side + (col - 1) % side])

# Each site owns 3 bonds; a bond is tried at rate k/6 so that an empty
# surface loses vacancies at rate k per site.
filled = np.zeros(count, dtype=bool)
attempts = round(3 * count * (k / 6) * dose_s)
batch = 200
for start in range(0, attempts, batch):
    filled = rng.permutation(filled)              # rapid surface mixing
    number = min(batch, attempts - start)
    first = rng.integers(count, size=number)
    second = neighbour[rng.integers(3, size=number), first]
    for a, b in zip(first.tolist(), second.tolist()):
        if not filled[a] and not filled[b]:
            filled[a] = filled[b] = True
v_mixed = 1 - filled.mean()
assert abs(v_mixed - v_end) < 0.006               # sampling noise ~ 0.001

bond_a = np.tile(np.arange(count), 3)
bond_b = neighbour.reshape(-1)
arrival = rng.exponential(6 / k, size=3 * count)
order = np.argsort(arrival)
frozen = [False] * count
empty, v_frozen = count, None
for t, a, b in zip(arrival[order].tolist(), bond_a[order].tolist(),
                   bond_b[order].tolist()):
    if v_frozen is None and t > dose_s:
        v_frozen = empty / count
    if not frozen[a] and not frozen[b]:
        frozen[a] = frozen[b] = True
        empty -= 2
v_jam = empty / count
occupied = np.array(frozen)
assert np.all(occupied[bond_a] | occupied[bond_b])    # no free pair left
assert v_jam > 0.05

# ---- neglected effects for this dose ----
kT = const.k * surface_T / const.e                # eV
repulsion_eV, precursor_K = 0.05, 0.5
hop_eV, desorb_eV, attempt_rate = 0.6, 3.0, 1e13
sample_cm2, pump_L_s = 1.0, 100.0
boltz = math.exp(-repulsion_eV / kT)


def empty_pairs(v, g):
    """Quasi-chemical probability that two neighbour sites are empty."""
    theta = 1 - v
    mixed = 2 * theta * v / (1 + math.sqrt(1 - 4 * theta * v * (1 - g)))
    return v - mixed


# The quasi-chemical pair law is exact on a chain: use its transfer matrix.
for activity in (0.1, 1.0, 20.0):
    off = math.sqrt(activity)
    matrix = np.array([[1.0, off], [off, activity * boltz]])
    values, vectors = np.linalg.eigh(matrix)
    chain_v = vectors[0, -1] ** 2
    chain_pairs = chain_v / values[-1]
    assert abs(empty_pairs(chain_v, boltz) - chain_pairs) < 1e-12
small = 1e-4
assert abs(empty_pairs(small, boltz) / (boltz * small**2) - 1) < 1e-2

v_repulsion = integrate_vacancy(lambda y: empty_pairs(y, boltz))
v_precursor = integrate_vacancy(
    lambda y: 1 / (1 + precursor_K * (1 / y**2 - 1)))
assert v_repulsion > v_end > v_precursor
hop_rate = attempt_rate * math.exp(-hop_eV / kT)
desorb_rate = 2 * attempt_rate * math.exp(-desorb_eV / kT)
mean_speed = math.sqrt(8 * const.k * gas_T / (math.pi * mass))
sample_pump = sticking * sample_cm2 * 1e-4 * mean_speed / 4 * 1e3
pressure_drop = sample_pump / (sample_pump + pump_L_s)
assert hop_rate / k > 1e3 and desorb_rate / k < 1e-6

print("NEGLECTED EFFECTS (vacancy at dose end unless a unit is given)")
print(f"lattice simulation with rapid mixing = {v_mixed:.4f}")
print(f"immobile adatoms = {v_frozen:.4f}, jammed limit = {v_jam:.4f}")
print(f"thermal energy = {kT:.5f} eV, repulsion = {repulsion_eV} eV")
print(f"Boltzmann factor of repulsion = {boltz:.4f}")
print(f"with repulsion = {v_repulsion:.4f}")
print(f"with precursor, K = {precursor_K}: {v_precursor:.4f}")
print(f"attempt rate = {attempt_rate:.0e} s^-1")
print(f"hop barrier = {hop_eV} eV, hop rate = {hop_rate:.2e} s^-1")
print(f"hops per time 1/k = {hop_rate / k:.2e}")
print(f"desorption barrier = {desorb_eV} eV, rate = {desorb_rate:.2e} s^-1")
print(f"vacancy floor from desorption = {math.sqrt(desorb_rate / k):.2e}")
print(f"sample area = {sample_cm2} cm2, pump speed = {pump_L_s:.0f} L/s")
print(f"initial pressure drop by uptake = {100 * pressure_drop:.2f} %")
print("finished without a failed check")
```

Output:

```
ROUNDING (relative errors, no unit)
rounding unit u = 1.110e-16
stable update, worst error = 2.38 u
uptake h k w^2, worst error = 5.39 u
x = 1e-4 to 2e-4: subtractive w 7.2e-13, difference v-w 1.9e-12
x = 1e-8 to 2e-8: subtractive w 7.4e-09, difference v-w 2.0e-08
x = 1e-12 to 2e-12: subtractive w 7.6e-05, difference v-w 2.2e-04
x = 1e-17, v = 0.7: stable w = 0.7, subtractive w = 0.0, h k w^2 = 7.00e-18
EXAMPLE: O2 on Ru(0001), rough inputs
O2 pressure = 1.0e-07 Torr
gas temperature = 300 K, surface = 573 K
initial sticking = 0.5, Ru lattice a = 0.271 nm
surface Ru atoms = 15.72 nm^-2
available sites = 7.86 nm^-2
O2 flux = 0.3585 nm^-2 s^-1
rate constant k = 0.04561 s^-1, 1/k = 21.93 s
dose time = 200 s, k t = 9.121
exact model vacancy at end = 0.09880
vacancy at dose end (BE backward, FE forward Euler)
h = 100.0 s, hk = 4.561: BE 0.19603, FE -61.38, BE error 0.09723, law 0.10305
h =  40.0 s, hk = 1.824: BE 0.13859, FE -6.342e+04, BE error 0.03978, law 0.04122
  BE path, h = 40 s: 1.0000 0.5154 0.3240 0.2286 0.1736 0.1386
  FE first step, h = 40 s: -0.8242
h =  20.0 s, hk = 0.912: BE 0.11886, FE 0.04969, BE error 0.02006, law 0.02061
h =  10.0 s, hk = 0.456: BE 0.10892, FE 0.08775, BE error 0.01011, law 0.01030
h =   5.0 s, hk = 0.228: BE 0.10390, FE 0.09354, BE error 0.00509, law 0.00515
h =   2.0 s, hk = 0.091: BE 0.10085, FE 0.09673, BE error 0.00205, law 0.00206
h = 0.01 s: BE error / error law = 0.99997
NEGLECTED EFFECTS (vacancy at dose end unless a unit is given)
lattice simulation with rapid mixing = 0.0983
immobile adatoms = 0.1195, jammed limit = 0.0849
thermal energy = 0.04938 eV, repulsion = 0.05 eV
Boltzmann factor of repulsion = 0.3633
with repulsion = 0.1608
with precursor, K = 0.5: 0.0547
attempt rate = 1e+13 s^-1
hop barrier = 0.6 eV, hop rate = 5.28e+07 s^-1
hops per time 1/k = 1.16e+09
desorption barrier = 3.0 eV, rate = 8.22e-14 s^-1
vacancy floor from desorption = 1.34e-06
sample area = 1.0 cm2, pump speed = 100 L/s
initial pressure drop by uptake = 5.28 %
finished without a failed check
```
